\section*{Two-band tunnelling exponent for midgap injection into a dielectric}

\section{Problem}

A metal electrode occupies $x<0$ and a dielectric film with band gap $E_g$ occupies $x>0$. Electrons at the Fermi level of the metal enter the film at a depth $\phi$ below its conduction-band edge. A uniform field of magnitude $F$ lowers the band edges with increasing $x$, so that the depth of the electron below the local conduction edge is
\begin{equation}
\varepsilon(x)=\phi-eFx ,\qquad e>0 .
\label{depth}
\end{equation}
The voltage across the film is at least $\phi/e$. The electron therefore reaches the conduction band inside the film, and the barrier is a triangle of length $\phi/(eF)$. The image force is left out at first, and the momentum parallel to the interface is zero. The conduction and valence bands have the same band-edge mass $m$.

In the gap the wave decays as $e^{-\kappa x}$ locally. Two dispersions are to be compared at the same $m$, $\phi$ and $F$:
\begin{equation}
\kappa_1^2=\frac{2m}{\hbar^2}\,\varepsilon ,
\qquad
\kappa_2^2=\frac{2m}{\hbar^2}\,\varepsilon\left(1-\frac{\varepsilon}{E_g}\right).
\label{disp}
\end{equation}
The first is that of one parabolic band, the second the symmetric two-band Franz dispersion. The WKB transmission is governed by $e^{-G}$ with $G=2\int\kappa\,dx$ taken over the barrier.

\begin{enumerate}
\item[(a)] Derive $\kappa_2$ from a two-band Hamiltonian.
\item[(b)] For injection at midgap, $\phi=E_g/2$, show that $G_2/G_1=3\sqrt2\,\pi/16\approx0.833$.
\item[(c)] Evaluate both exponents for $E_g=8$ eV, $m=0.5$ electron masses and a field of 6 MV/cm across a 20 nm film. What mass would a parabolic analysis return if the two-band exponent were the true one?
\item[(d)] Estimate the two current densities, and judge whether direct injection could be the leakage of a real film.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item For (a), couple two levels at $\pm E_g/2$ by a term linear in $k$. Fix the coupling by the curvature at the band edge, then continue $k$ to imaginary values.
\item For (b), use $\varepsilon$ instead of $x$ as the integration variable. The field then appears as a common factor.
\item The two-band integral contains $\sqrt{t(1-t)}$ with $t=\varepsilon/E_g$. Try $t=\sin^2\theta$, or look at the shape of the curve $y=\sqrt{t(1-t)}$.
\item For (c), note how $G$ depends on $m$ at fixed $\phi$ and $F$.
\item For (d), ask how fast $G$ grows with depth and with parallel momentum. These two rates fix the range of electrons that contribute.
\end{enumerate}

\section{Solution}

\subsection{(a) The dispersion in the gap}

Measure the energy $E$ from midgap and take
\begin{equation}
H=\begin{pmatrix}E_g/2&\hbar vk\\ \hbar vk&-E_g/2\end{pmatrix},
\qquad
E^2=\frac{E_g^2}{4}+\hbar^2v^2k^2 ,
\label{ham}
\end{equation}
where $v$ is a velocity that measures the interband coupling. The second relation follows from $\det(H-E)=0$. Near $k=0$ the upper band is
\begin{equation}
E=\frac{E_g}{2}\sqrt{1+\frac{4\hbar^2v^2k^2}{E_g^2}}
\approx\frac{E_g}{2}+\frac{\hbar^2v^2k^2}{E_g}.
\end{equation}
The last term must equal $\hbar^2k^2/(2m)$, so $v^2=E_g/(2m)$. The lower band is the mirror image of the upper one and has the same mass; this is the meaning of ``symmetric''.

In the gap put $k=i\kappa$ and $E=E_g/2-\varepsilon$. Equation (\ref{ham}) becomes
\begin{equation}
\hbar^2v^2\kappa^2=\frac{E_g^2}{4}-\left(\frac{E_g}{2}-\varepsilon\right)^2
=\varepsilon(E_g-\varepsilon).
\end{equation}
Division by $\hbar^2v^2=\hbar^2E_g/(2m)$ gives $\kappa_2$ of (\ref{disp}). For $\varepsilon\ll E_g$ it agrees with the parabolic form. Deeper in the gap the valence band pulls $\kappa$ down: $\kappa_2$ has its maximum at midgap and returns to zero at the valence edge, whereas $\kappa_1$ keeps growing.

\subsection{(b) The ratio of exponents}

The amplitude decays by $\exp(-\int\kappa\,dx)$ and the probability by the square of this, hence the factor 2 in $G$. From (\ref{depth}), $dx=-d\varepsilon/(eF)$. The electrode is at $\varepsilon=\phi$ and the exit point at $\varepsilon=0$; exchanging the limits removes the minus sign:
\begin{equation}
G=\frac{2}{eF}\int_0^{\phi}\kappa(\varepsilon)\,d\varepsilon .
\label{G}
\end{equation}
For the parabolic band,
\begin{equation}
G_1=\frac{2\sqrt{2m}}{\hbar eF}\int_0^\phi\sqrt\varepsilon\,d\varepsilon
=\frac{4\sqrt{2m}}{3\hbar eF}\,\phi^{3/2}.
\label{G1}
\end{equation}
For the two-band case let $\varepsilon=E_gt$ and $u=\phi/E_g$. The root supplies a factor $E_g^{1/2}$ and $d\varepsilon$ a factor $E_g$:
\begin{equation}
G_2=\frac{2\sqrt{2m}}{\hbar eF}\,E_g^{3/2}I(u),
\qquad I(u)=\int_0^u\sqrt{t(1-t)}\,dt .
\label{G2}
\end{equation}
With $t=\sin^2\theta$ the root is $\sin\theta\cos\theta$ and $dt=2\sin\theta\cos\theta\,d\theta$. Therefore
\begin{align}
I(u)&=\int_0^{\theta_u}2\sin^2\theta\cos^2\theta\,d\theta
=\int_0^{\theta_u}\tfrac12\sin^2 2\theta\,d\theta\nonumber\\
&=\int_0^{\theta_u}\tfrac14(1-\cos4\theta)\,d\theta
=\frac{\theta_u}{4}-\frac{\sin4\theta_u}{16},
\qquad \sin^2\theta_u=u .
\label{I}
\end{align}
At midgap $u=1/2$, so $\theta_u=\pi/4$, the sine vanishes and $I=\pi/16$. Geometrically, $y=\sqrt{t(1-t)}$ is a semicircle of radius $1/2$ centred at $t=1/2$, and $\pi/16$ is the area of a quarter of that disk.

In (\ref{G1}) set $\phi^{3/2}=(E_g/2)^{3/2}=E_g^{3/2}/(2\sqrt2)$. The two exponents are then
\begin{equation}
G_2=\frac{\pi}{8}\,\frac{\sqrt{2m}\,E_g^{3/2}}{\hbar eF},
\qquad
G_1=\frac{\sqrt2}{3}\,\frac{\sqrt{2m}\,E_g^{3/2}}{\hbar eF},
\end{equation}
and their ratio is
\begin{equation}
\frac{G_2}{G_1}=\frac{3\pi}{8\sqrt2}=\frac{3\sqrt2\,\pi}{16}\approx0.833 .
\label{R}
\end{equation}
Mass, gap and field have cancelled. The size of the number can be understood from the local ratio $\kappa_2/\kappa_1=\sqrt{1-\varepsilon/E_g}$. It is $1/\sqrt2\approx0.71$ at the electrode and rises to 1 at the exit. Equation (\ref{R}) is its average over the barrier with weight $\kappa_1$.

WKB fails near the exit point, where $\kappa\to0$, so it is worth asking whether the wave equations give the same ratio. For two bands, with the energy at midgap at $x=0$, the equation is
\begin{equation}
\left[-i\hbar v\,\sigma_x\frac{d}{dx}+\frac{E_g}{2}\sigma_z-eFx\right]\psi=0 ,
\end{equation}
with Pauli matrices $\sigma_x,\sigma_z$. It was integrated numerically for the parameters of (c), from an outgoing wave far beyond the barrier back to a gapless electrode with the same $v$. The parabolic equation was solved with Airy functions, for an electrode with 10 eV of kinetic energy and the same $m$. The quantity compared is the slope of $-\ln T$ against $1/F$, where $T$ is the transmission, taken between about 5.5 and 6.7 MV/cm. The slopes are 321.9 and 386.4 MV/cm, with ratio 0.833. The failure of WKB near the exit thus has no visible effect on the slope at these fields.

\subsection{(c) Numbers}

For $m=0.5$ electron masses, $\hbar^2/(2m)=0.0762$ eV\,nm$^2$. The field of 6 MV/cm gives $eF=0.6$ eV/nm. The film drops 12 V, more than the 4 V required, and the barrier is $4/0.6=6.67$ nm long. The common factor in (\ref{G1}) and (\ref{G2}) is $2/(0.6\sqrt{0.0762})$ in units of eV$^{-3/2}$, so
\begin{align}
G_2&=\frac{2}{0.6\sqrt{0.0762}}\times8^{3/2}\times\frac{\pi}{16}=53.7 ,\\
G_1&=\frac{2}{0.6\sqrt{0.0762}}\times\frac23\times4^{3/2}=64.4 .
\end{align}
A reduction of 17\% in the exponent is a large change in transmission, because the exponent itself is large: $e^{G_1-G_2}=4.7\times10^4$. The ratio 0.833 does not depend on the field, but this factor does. Since $G_1-G_2$ varies as $1/F$, the factor grows as the field is lowered within the triangular regime.

At fixed $\phi$ and $F$, $G_1$ is proportional to $\sqrt m$. A parabolic formula made to reproduce $G_2$ needs the mass
\begin{equation}
m_{\rm fit}=\left(\frac{G_2}{G_1}\right)^2m=0.694\,m ,
\end{equation}
here 0.35 electron masses instead of 0.5. A mass fitted in this way belongs to the chosen dispersion and to the height and shape of the barrier; it is not the band-edge mass.

\subsection{(d) From exponent to current}

Electrons below the Fermi level by $\eta$ start at depth $\phi+\eta$. By (\ref{G}) their exponent is larger by $c\eta$ to first order, with
\begin{equation}
c=\frac{dG}{d\phi}=\frac{2\kappa(\phi)}{eF}.
\end{equation}
Take the bands as isotropic, with the same $m$ and $v$ in every direction. A parallel wave number $k_\parallel$ then replaces $\kappa$ by $\sqrt{\kappa^2+k_\parallel^2}\approx\kappa+k_\parallel^2/(2\kappa)$, which adds $Wk_\parallel^2$ to $G$, with $W=\int dx/\kappa$. For midgap injection
\begin{align}
W_2&=\frac{\hbar\sqrt{E_g}}{\sqrt{2m}\,eF}\int_0^{1/2}\!\frac{dt}{\sqrt{t(1-t)}}
=\frac{\pi}{2}\,\frac{\hbar\sqrt{E_g}}{\sqrt{2m}\,eF},\\
W_1&=\frac{\hbar}{\sqrt{2m}\,eF}\int_0^\phi\frac{d\varepsilon}{\sqrt\varepsilon}
=\frac{2\hbar\sqrt\phi}{\sqrt{2m}\,eF}.
\end{align}
The substitution $t=\sin^2\theta$ turns the first integrand into 2, which gives $2\times\pi/4$.

At zero temperature, with two spins and with the matching prefactor at the interface set to one,
\begin{equation}
J=\frac{2e}{h}\,e^{-G}\int_0^\infty e^{-c\eta}d\eta
\int\frac{d^2k_\parallel}{(2\pi)^2}\,e^{-Wk_\parallel^2}
=\frac{2e}{h}\,\frac1c\,\frac{1}{4\pi W}\,e^{-G}.
\label{J}
\end{equation}
The energy integral is $1/c$, and the Gaussian integral is $\pi/W$ divided by $4\pi^2$. For the example, $c_2=17.1$ and $c_1=24.2$ eV$^{-1}$, while $W_2=2.04$ and $W_1=1.84$ nm$^2$. This gives $J_2\approx9\times10^{-17}$ and $J_1\approx1.5\times10^{-21}$ A/cm$^2$. The ratio of currents, $6\times10^4$, exceeds $e^{G_1-G_2}$ by the modest factor $c_1W_1/(c_2W_2)\approx1.3$. The exponent carries nearly the whole difference.

Four omissions can be sized with the same numbers.

\emph{Image force.} It subtracts $e^2/(16\pi\epsilon_0\epsilon_rx)$ from $\varepsilon(x)$. Take $\epsilon_r=2$, a rough high-frequency value, and let both band edges shift together. The top of the barrier falls by 0.66 eV. Numerical integration between the two new turning points gives $G_2=52.2$ and $G_1=61.5$, with ratio 0.85.

\emph{Unequal masses.} Let $m_c$ and $m_v$ be the conduction and valence masses. A simple interpolation is
\begin{equation}
\frac1{\kappa^2}=\frac{\hbar^2}{2m_c\,\varepsilon}+\frac{\hbar^2}{2m_v(E_g-\varepsilon)} .
\end{equation}
For $m_c=m_v=m$ the right side is $\hbar^2E_g/[2m\,\varepsilon(E_g-\varepsilon)]$, the Franz form. For $m_v\to\infty$ the second term vanishes and the parabolic band returns. With $m_c$ kept at 0.5 electron masses and $m_v=5m_c$, numerical integration gives an exponent of 61.6 and a ratio of 0.96. More than half of the reduction has gone. The size depends on how the unequal masses are modelled: adding a common term $ak^2$ to both diagonal elements of (\ref{ham}), with $a$ and $v$ fixed by the same two masses, gives an exponent of 59.9 and a ratio of 0.93 instead.

\emph{Temperature.} Integrating $e^{-G}$ over the Fermi distribution at 378 K and $k_\parallel=0$ multiplies the zero-temperature value by 1.8 for two bands and by 3.8 for the parabolic band. The parabolic case gains more because its exponent falls faster with energy, $c_1>c_2$.

\emph{Traps.} Suppose that an electron can stop at a trap level aligned with its energy. The best position for one trap divides the exponent equally, since the slower step limits the current. This requires $I(\varepsilon_t/E_g)=\pi/32$, whose numerical solution is a trap depth $\varepsilon_t=2.38$ eV. The trap lies at $(4-2.38)/0.6=2.7$ nm from the electrode. If each step has the rate $\nu e^{-G_2/2}$, the trap is filled half of the time, and $N$ such traps per area carry
\begin{equation}
J_t=\tfrac12\,eN\nu\,e^{-G_2/2}.
\end{equation}
With the chosen values $N=10^{12}$ cm$^{-2}$ and $\nu=10^{13}$ s$^{-1}$, $J_t\approx2\times10^{-6}$ A/cm$^2$. This is $2\times10^{10}$ times the direct current $J_2$. In this estimate about 50 suitable traps per cm$^2$ would already match direct injection. Here $N$ counts only traps near the best position and aligned in energy: an aligned trap 0.5 nm nearer to or farther from the electrode carries about 2\% of the current of a trap at the best position.

\paragraph{Beside a real film.} The parameters are rough values in the regime of a dense organosilicate low-$k$ film in a voltage-ramp leakage test. The field of 6 MV/cm is far above operating fields and close to the rough breakdown range of such films. The gap and barrier are plausible to perhaps an electronvolt; the masses are assumptions. Real films break the equal-mass assumption if their valence band is heavy, which for a fivefold mass moves the ratio from 0.83 to 0.96 in the interpolation used above. They also contain traps, which in the estimate above move the current by ten orders of magnitude. For the assumed barrier and mass, the direct current $J_2$ is so small that a measurable leakage at this field should be sought in other paths, such as traps, weak spots or a lower local barrier. Fitting such a leakage with either exponent would return a barrier or mass without the meaning assumed here. The judgement depends on the barrier, however. With 3 eV instead of 4 eV over the whole interface, the same two-band formulas give $G_2\approx36.8$ and a direct current of about $2\times10^{-9}$ A/cm$^2$, which may be measurable. An estimate of this kind therefore settles the question for a particular film only as far as its barrier and mass are known independently.

\section{Variation 1: injection away from midgap}

\emph{How does the ratio depend on $u=\phi/E_g$, and what does an error of 0.5 eV in the barrier do?}

Dividing (\ref{G2}) by (\ref{G1}) gives
\begin{equation}
R(u)=\frac{3}{2u^{3/2}}\,I(u)=\frac32\int_0^1\sqrt s\,\sqrt{1-us}\;ds ,
\end{equation}
where $t=us$ in the second form. The integrand falls as $u$ grows, so $R$ decreases steadily with depth. For a shallow barrier $\sqrt{1-us}\approx1-us/2$, and
\begin{equation}
R\approx\frac32\left(\frac23-\frac u2\cdot\frac25\right)=1-\frac{3u}{10}.
\end{equation}
At $u=1/2$ this gives 0.85, already within about 2\% of 0.833.

With $E_g=8$ eV, and the mass and field of (c) held fixed, $\phi=3.5$ eV gives $R=0.856$ and $G_2=45.1$, while $\phi=4.5$ eV gives $R=0.809$ and $G_2=62.2$. The ratio moves little, but the exponent moves by 8.5 either way. That is close to the difference of 10.8 between the two dispersions at midgap. Even when the mass and field are known, a single measured exponent therefore cannot be relied on to tell the dispersions apart unless the barrier is known to about 0.25 eV or better. If the mass is also free, part (c) shows that it can absorb the difference.

\section{Variation 2: a bias too small for a triangle}

\emph{The same film carries 1 V instead of 12 V. What replaces 0.833?}

The electron now crosses the whole film inside the gap, and the barrier is a trapezoid. For a bias $V<\phi/e$ across thickness $d$, with no built-in voltage, the depth runs from $\phi$ to $\phi-eV$:
\begin{equation}
G=\frac{2d}{eV}\int_{\phi-eV}^{\phi}\kappa(\varepsilon)\,d\varepsilon .
\end{equation}
As $V\to0$ the depth is $\phi$ throughout, and the ratio tends to $\sqrt{1-\phi/E_g}=1/\sqrt2\approx0.71$ at midgap. A larger bias adds shallower depths, where the local ratio is higher. The ratio therefore rises with bias until $eV=\phi$, where it reaches 0.833; in the triangular regime it stays there.

At 1 V the field is 0.5 MV/cm and the depth runs from 4 to 3 eV. The mean depth of 3.5 eV suggests $\sqrt{1-3.5/8}=0.75$. Numerical integration gives $G_2=203$ and $G_1=271$, with ratio 0.749. Both exponents are so large that direct tunnelling through 20 nm is negligible in either model. The two-band correction has grown in relative size, but here it has no practical consequence for the current.

Numerical values quoted here were computed with a short program.
